# Koopmans' theorem: frozen-orbital removal and addition energies in Hartree-Fock theory: a program that tests the result

```python
"""Koopmans theorem: with frozen canonical Hartree-Fock spin orbitals,
    E(N-1, i removed) - E(N) = -eps_i,   E(N+1, a added) - E(N) = +eps_a.
eps_p: eigenvalue of the Fock operator f of the N-electron determinant;
i: occupied, a: virtual. Energies in hartree, lengths in bohr.
Part 1 tests this with explicit many-electron state vectors of a small model.
Part 2 tests it on ethylene (RHF/6-31G*) and measures what freezing neglects.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]

# ---------- Part 1: model in the full Fock space ----------
n_modes, n_elec = 6, 3
levels = np.array([-2.0, -1.4, -0.9, 0.3, 0.8, 1.3])
hopping, repulsion = 0.2, 0.6
distance = np.abs(np.subtract.outer(np.arange(n_modes), np.arange(n_modes)))
h_model = np.diag(levels) + hopping * (distance == 1)
v_model = np.where(distance > 0, repulsion / np.maximum(distance, 1), 0.0)

# Anticommuting annihilation operators as matrices
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
site_ops = []
for p in range(n_modes):
    op = np.eye(1)
    for q in range(n_modes):
        op = np.kron(op, sign if q < p else lower if q == p else np.eye(2))
    site_ops.append(op)
site_ops = np.array(site_ops)
for p in range(n_modes):
    for q in range(n_modes):
        anti = site_ops[p] @ site_ops[q].T + site_ops[q].T @ site_ops[p]
        assert np.allclose(anti, (p == q) * np.eye(2**n_modes))

# H = sum h_pq c_p^+ c_q + 1/2 sum V_pq n_p n_q
H = np.zeros((2**n_modes, 2**n_modes))
for p in range(n_modes):
    for q in range(n_modes):
        H += h_model[p, q] * site_ops[p].T @ site_ops[q]
        n_p = site_ops[p].T @ site_ops[p]
        n_q = site_ops[q].T @ site_ops[q]
        H += 0.5 * v_model[p, q] * n_p @ n_q


def model_fock(density):
    return h_model + np.diag(v_model @ np.diag(density)) - v_model * density


density = np.diag([1.0] * n_elec + [0.0] * (n_modes - n_elec))
for _ in range(500):
    _, orbitals = np.linalg.eigh(model_fock(density))
    new_density = orbitals[:, :n_elec] @ orbitals[:, :n_elec].T
    density = 0.5 * density + 0.5 * new_density
eps_model, orbitals = np.linalg.eigh(model_fock(density))
density = orbitals[:, :n_elec] @ orbitals[:, :n_elec].T
fock = model_fock(density)
assert np.abs(fock @ density - density @ fock).max() < 1e-10

orb_ops = np.einsum("pk,pxy->kxy", orbitals, site_ops)
hf_state = np.zeros(2**n_modes)
hf_state[0] = 1.0
for k in range(n_elec):
    hf_state = orb_ops[k].T @ hf_state
e_model = hf_state @ H @ hf_state
holes = np.array([orb_ops[i] @ hf_state for i in range(n_elec)])
adds = np.array([orb_ops[a].T @ hf_state for a in range(n_elec, n_modes)])
hole_matrix = holes @ H @ holes.T - e_model * np.eye(n_elec)
add_matrix = adds @ H @ adds.T - e_model * np.eye(n_modes - n_elec)
assert np.allclose(hole_matrix, -np.diag(eps_model[:n_elec]), atol=1e-9)
assert np.allclose(add_matrix, np.diag(eps_model[n_elec:]), atol=1e-9)

# Non-canonical occupied orbitals: mix the lowest and highest occupied ones
angle = np.pi / 6
mix = np.eye(n_elec)
mix[0, 0] = mix[2, 2] = np.cos(angle)
mix[0, 2], mix[2, 0] = -np.sin(angle), np.sin(angle)
rot_orbitals = orbitals[:, :n_elec] @ mix
rot_ops = np.einsum("pk,pxy->kxy", rot_orbitals, site_ops)
rot_holes = np.array([op @ hf_state for op in rot_ops])
rot_matrix = rot_holes @ H @ rot_holes.T - e_model * np.eye(n_elec)
rot_fock = rot_orbitals.T @ fock @ rot_orbitals
assert np.allclose(rot_matrix, -rot_fock, atol=1e-9)
assert abs(rot_matrix[0, 2]) > 0.01

# A frozen ion is not an exact eigenstate: coupling to further excitations
top_hole = holes[-1]
residual = np.linalg.norm(H @ top_hole - (top_hole @ H @ top_hole) * top_hole)
assert residual > 1e-4

print(f"model: levels {levels} hartree")
print(f"model: hopping {hopping}, repulsion {repulsion}/distance hartree")
print(f"model: spin orbitals {n_modes}, electrons {n_elec}")
print(f"model: E(N) = {e_model:.6f} hartree")
for k in range(n_modes):
    cost = hole_matrix[k, k] if k < n_elec else add_matrix[k-n_elec, k-n_elec]
    kind = "removal" if k < n_elec else "addition"
    print(f"model {k+1}: eps {eps_model[k]:.6f}, {kind} {cost:.6f} hartree")
print(f"model: mixing angle {np.degrees(angle):.0f} degrees")
print(f"model: removal cost of mixed orbital 1 {rot_matrix[0,0]:.6f} hartree")
print(f"model: coupling of mixed holes 1,3 {rot_matrix[0,2]:.6f} hartree")
print(f"model: residual norm of frozen top hole {residual:.6f} hartree")

# ---------- Part 2: ethylene ----------
r_cc, r_ch, hcc_deg = 2.5, 2.05, 121.5
tilt = np.radians(180.0 - hcc_deg)
atoms = []
for side in (1, -1):
    atoms.append(("C", (0.0, 0.0, side * r_cc / 2)))
    for up in (1, -1):
        z_h = side * (r_cc / 2 + r_ch * np.cos(tilt))
        atoms.append(("H", (0.0, up * r_ch * np.sin(tilt), z_h)))


def ethylene(charge):
    return gto.M(atom=atoms, unit="Bohr", basis="6-31g*", charge=charge,
                 spin=abs(charge), verbose=0)


mol = ethylene(0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
mf.kernel()
assert mf.converged
C, eps = mf.mo_coeff, mf.mo_energy
n_occ, n_orb = mol.nelectron // 2, C.shape[1]
homo, lumo = n_occ - 1, n_occ
h_core, eri = mf.get_hcore(), mol.intor("int2e")


def coulomb(d):
    return np.einsum("pqrs,rs->pq", eri, d)


def exchange(d):
    return np.einsum("prqs,rs->pq", eri, d)


def spin_densities(alpha, beta):
    return np.array([C[:, alpha] @ C[:, alpha].T, C[:, beta] @ C[:, beta].T])


def determinant_energy(alpha, beta):
    """Total energy of the determinant with the listed frozen orbitals."""
    da, db = spin_densities(alpha, beta)
    total = da + db
    e = np.sum(h_core * total) + 0.5 * np.sum(coulomb(total) * total)
    e -= 0.5 * (np.sum(exchange(da) * da) + np.sum(exchange(db) * db))
    return e + mol.energy_nuc()


occ = list(range(n_occ))
e_n = determinant_energy(occ, occ)
assert abs(e_n - mf.e_tot) < 1e-8
removal = np.array([determinant_energy([j for j in occ if j != i], occ) - e_n
                    for i in occ])
addition = np.array([determinant_energy(occ + [a], occ) - e_n
                     for a in range(n_occ, n_orb)])
err_removal = np.abs(removal + eps[:n_occ]).max()
err_addition = np.abs(addition - eps[n_occ:]).max()
assert err_removal < 1e-6 and err_addition < 1e-6

# The frontier orbitals must be odd under reflection in the molecular plane
odd = np.array([lab.strip().endswith(("px", "dxy", "dxz"))
                for lab in mol.ao_labels()])
for k in (homo, lumo):
    assert np.abs(C[~odd, k]).max() < 1e-5

print("ethylene: RHF/6-31G*, planar")
print(f"CC {r_cc} bohr, CH {r_ch} bohr, HCC angle {hcc_deg} degrees")
print(f"electrons {mol.nelectron}, spatial orbitals {n_orb}")
print(f"E(N) = {e_n:.6f} hartree")
for i in occ:
    print(f"occupied {i+1}: eps {eps[i]:.6f}, removal {removal[i]:.6f} hartree")
print(f"LUMO: eps {eps[lumo]:.6f}, addition {addition[0]:.6f} hartree")
print(f"largest deviation, {n_occ} removals: {err_removal:.1e} hartree")
print(f"largest deviation, {n_orb-n_occ} additions: {err_addition:.1e} hartree")

d_alpha = spin_densities(occ, occ)[0]
j_mat, k_mat = coulomb(2 * d_alpha), exchange(d_alpha)
for name, k in (("HOMO", homo), ("LUMO", lumo)):
    one, cou, exc = [C[:, k] @ m @ C[:, k] for m in (h_core, j_mat, k_mat)]
    assert abs(one + cou - exc - eps[k]) < 1e-6
    print(f"{name}: one-electron part {one:.6f} hartree")
    print(f"{name}: Coulomb sum {cou:.6f}, exchange sum {exc:.6f} hartree")

# Removing both HOMO electrons is not twice the single removal
d_homo = np.outer(C[:, homo], C[:, homo])
j_homo = np.sum(coulomb(d_homo) * d_homo)
double = determinant_energy(occ[:-1], occ[:-1]) - e_n
assert abs(double - (-2 * eps[homo] + j_homo)) < 1e-6
print(f"HOMO self-repulsion integral J = {j_homo:.6f} hartree")
print(f"removal of both HOMO electrons {double:.6f} hartree")
print(f"twice the single HOMO removal {2*removal[homo]:.6f} hartree")


def relaxed_ion(charge, alpha, beta):
    ion = scf.UHF(ethylene(charge))
    ion.conv_tol, ion.max_cycle = 1e-10, 200
    ion.kernel(dm0=spin_densities(alpha, beta))
    assert ion.converged
    return ion


cation = relaxed_ion(1, occ, occ[:-1])
anion = relaxed_ion(-1, occ + [lumo], occ)
ip_relaxed, add_relaxed = cation.e_tot - e_n, anion.e_tot - e_n
assert ip_relaxed < removal[homo] and add_relaxed < addition[0]
corr_neutral = mp.MP2(mf).run().e_corr
corr_cation = mp.MP2(cation).run().e_corr
ip_mp2 = ip_relaxed + corr_cation - corr_neutral
assert ip_mp2 > ip_relaxed

print(f"relaxed UHF ionization energy {ip_relaxed:.6f} hartree")
print(f"cation relaxation energy {removal[homo]-ip_relaxed:.6f} hartree")
print(f"relaxed UHF addition energy {add_relaxed:.6f} hartree")
print(f"anion relaxation energy {addition[0]-add_relaxed:.6f} hartree")
print(f"MP2 correlation energy, molecule {corr_neutral:.6f} hartree")
print(f"MP2 correlation energy, cation {corr_cation:.6f} hartree")
print(f"MP2 ionization energy {ip_mp2:.6f} hartree")
print(f"in eV: frozen {removal[homo]*EV:.3f}, relaxed {ip_relaxed*EV:.3f}, "
      f"MP2 {ip_mp2*EV:.3f}")
print(f"in eV: frozen addition to LUMO {addition[0]*EV:.3f}")
print("done: every assertion held")
```

It prints:

```
model: levels [-2.  -1.4 -0.9  0.3  0.8  1.3] hartree
model: hopping 0.2, repulsion 0.6/distance hartree
model: spin orbitals 6, electrons 3
model: E(N) = -2.851020 hartree
model 1: eps -1.151688, removal 1.151688 hartree
model 2: eps -0.315733, removal 0.315733 hartree
model 3: eps 0.090264, removal -0.090264 hartree
model 4: eps 1.224952, addition 1.224952 hartree
model 5: eps 1.576567, addition 1.576567 hartree
model 6: eps 1.895560, addition 1.895560 hartree
model: mixing angle 30 degrees
model: removal cost of mixed orbital 1 0.841200 hartree
model: coupling of mixed holes 1,3 -0.537781 hartree
model: residual norm of frozen top hole 0.042555 hartree
ethylene: RHF/6-31G*, planar
CC 2.5 bohr, CH 2.05 bohr, HCC angle 121.5 degrees
electrons 16, spatial orbitals 36
E(N) = -78.031068 hartree
occupied 1: eps -11.224686, removal 11.224686 hartree
occupied 2: eps -11.222957, removal 11.222957 hartree
occupied 3: eps -1.030478, removal 1.030478 hartree
occupied 4: eps -0.786087, removal 0.786087 hartree
occupied 5: eps -0.638422, removal 0.638422 hartree
occupied 6: eps -0.582813, removal 0.582813 hartree
occupied 7: eps -0.501064, removal 0.501064 hartree
occupied 8: eps -0.373235, removal 0.373235 hartree
LUMO: eps 0.182412, addition 0.182412 hartree
largest deviation, 8 removals: 2.0e-10 hartree
largest deviation, 28 additions: 8.9e-11 hartree
HOMO: one-electron part -6.841956 hartree
HOMO: Coulomb sum 7.073133, exchange sum 0.604412 hartree
LUMO: one-electron part -5.973948 hartree
LUMO: Coulomb sum 6.380289, exchange sum 0.223929 hartree
HOMO self-repulsion integral J = 0.454634 hartree
removal of both HOMO electrons 1.201104 hartree
twice the single HOMO removal 0.746470 hartree
relaxed UHF ionization energy 0.326272 hartree
cation relaxation energy 0.046963 hartree
relaxed UHF addition energy 0.147430 hartree
anion relaxation energy 0.034982 hartree
MP2 correlation energy, molecule -0.255704 hartree
MP2 correlation energy, cation -0.205430 hartree
MP2 ionization energy 0.376545 hartree
in eV: frozen 10.156, relaxed 8.878, MP2 10.246
in eV: frozen addition to LUMO 4.964
done: every assertion held
```
